# Choosing a spin-adapted tableau basis: theory and the terms of d³

## Two electrons in two orbitals

A configuration-interaction or active-space program may offer a setting for the many-electron basis: Slater determinants, or spin-adapted functions of fixed total spin. Two electrons in two orbitals show the difference.

With one spin up and one down there are four determinants. Let $c^\dagger_{k\sigma}$ create an electron of spin $\sigma$ in orbital $k$. Both electrons may sit in orbital 1, or both in orbital 2. The other two determinants combine into

$$|s\rangle,|t\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}\pm c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle ,$$

a singlet (plus) and a triplet (minus). The operator $E_{12}=\sum_\sigma c^\dagger_{1\sigma}c_{2\sigma}$ moves an electron from orbital 2 to orbital 1 without touching its spin. Each term of $|s\rangle$ becomes $c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle/\sqrt2$, so $E_{12}|s\rangle=\sqrt2\,c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle$. In $|t\rangle$ the two terms cancel. A singlet calculation therefore needs three functions, and the fourth never couples to them through such operators.

## What the labels mean

For $n$ orbitals define $E_{ij}=\sum_\sigma c^\dagger_{i\sigma}c_{j\sigma}$. The anticommutation rules give

$$[E_{ij},c^\dagger_{k\sigma}]=c^\dagger_{i\sigma}(\delta_{jk}-c^\dagger_{k\sigma}c_{j\sigma})-c^\dagger_{k\sigma}c^\dagger_{i\sigma}c_{j\sigma}=\delta_{jk}c^\dagger_{i\sigma}.$$

The last two terms cancel because the two creators anticommute. Thus $E_{ij}$ replaces orbital $j$ by $i$ in each creator in turn. Spin operators change the spin label in the same way, so the two kinds of operator commute. Applying two replacements in both orders gives $[E_{ij},E_{kl}]=\delta_{jk}E_{il}-\delta_{il}E_{kj}$, the algebra of U($n$).

Add the orbitals one at a time. Let $N_k$ and $S_k$ be the electron number and spin after $k$ orbitals, and $b_k=2S_k$. Orbital $k$ contributes a step $d_k$:

- 0: empty;
- 1: one electron, spin raised by ½;
- 2: one electron, spin lowered by ½;
- 3: two electrons, spin unchanged.

A string of steps is allowed if no $b_k$ is negative. It is also a two-column tableau: orbital $k$ is written in neither column, the first, the second, or both. For example, 12100 has orbitals 1 and 3 in the first column and 2 in the second.

At level $k$ the Gelfand–Tsetlin row consists of $a_k=(N_k-b_k)/2$ twos, then $b_k$ ones, then zeros. These are the occupations of the string $3\ldots31\ldots10\ldots0$, which the rules below show to be the one string that no $E_{i,i+1}$ can raise.

**Size of the basis.** Let $N_{\uparrow,\downarrow}=N/2\pm S$. There are $\binom n{N_\uparrow}\binom n{N_\downarrow}$ determinants with $M_S=S$. Every multiplet of spin $S$ or higher supplies one state there. Those of spin $S+1$ or higher also supply one at $M_S=S+1$, so subtraction leaves

$$D=\binom n{N_\uparrow}\binom n{N_\downarrow}-\binom n{N_\uparrow+1}\binom n{N_\downarrow-1}.$$

Dividing by the first product gives the fraction of the determinant space that is kept:

$$f=1-\frac{(n-N_\uparrow)\,N_\downarrow}{(N_\uparrow+1)(n-N_\downarrow+1)}.$$

For the highest spin with $N\le n$, $N_\downarrow=0$ and $f=1$: spin adaptation saves nothing. For a half-filled singlet, $N_\uparrow=N_\downarrow=n/2$ and $f=(n+1)/(n/2+1)^2$, which approaches $4/n$ for large $n$.

## The generator rules

**Coupling one more electron.** Take states of spin $j$ and add a spin ½, with total projection $M$. In the basis (new spin up, new spin down), $2\,\mathbf j\cdot\mathbf s/\hbar^2$ has diagonal elements $M-\tfrac12$ and $-M-\tfrac12$, and off-diagonal element $\sqrt{(j+\frac12)^2-M^2}$. Define

$$\alpha_j(M)=\sqrt{\frac{j+M+\frac12}{2j+1}},\qquad \beta_j(M)=\sqrt{\frac{j-M+\frac12}{2j+1}} .$$

Acting on $(\alpha,\beta)$, the first row gives $(M-\tfrac12)\alpha+(j-M+\tfrac12)\alpha=j\alpha$, and the second gives $(j+M+\tfrac12)\beta-(M+\tfrac12)\beta=j\beta$. The eigenvalue $j$ belongs to spin $j+\frac12$. The orthogonal vector $(-\beta,\alpha)$ has eigenvalue $-j-1$, because the trace is $-1$; it belongs to spin $j-\frac12$. The signs are consistent through a multiplet, since spin lowering has positive factors and keeps the sign of the spin-up component.

Put creators of later orbitals on the left, and use $c^\dagger_{k\uparrow}c^\dagger_{k\downarrow}$ for step 3. Then $E_{k,k+1}$ commutes with all creators beyond $k+1$. It also conserves $N_{k+1}$ and $S_{k+1}$, so only two steps can change. Let $\phi$ be the state of the earlier orbitals, with spin $s=b/2$ and $b=b_{k-1}$.

**From a pair to two singles.** Acting on $03$ gives

$$X=\left(c^\dagger_{k+1\uparrow}c^\dagger_{k\downarrow}-c^\dagger_{k+1\downarrow}c^\dagger_{k\uparrow}\right)|\phi_M\rangle ,$$

where the minus sign comes from reordering $c^\dagger_{k\uparrow}c^\dagger_{k+1\downarrow}$. Let $A$ and $B$ be the coefficients of $c^\dagger_{k+1\uparrow}c^\dagger_{k\downarrow}|\phi_M\rangle$ and $c^\dagger_{k+1\downarrow}c^\dagger_{k\uparrow}|\phi_M\rangle$ in a coupled state. Its overlap with $X$ is $A-B$.

For path 12 the intermediate spin is $s+\frac12$. Multiplying the two coupling coefficients,

$$A=-\beta_{s+\frac12}(M)\,\beta_s(M-\tfrac12)=-\frac{s-M+1}{\sqrt{(2s+1)(2s+2)}},$$

$$B=\alpha_{s+\frac12}(M)\,\alpha_s(M+\tfrac12)=\frac{s+M+1}{\sqrt{(2s+1)(2s+2)}} .$$

Hence $A-B=-\sqrt{(2s+2)/(2s+1)}=-\sqrt{(b+2)/(b+1)}$.

For path 21, with intermediate spin $s-\frac12$,

$$A=\alpha_{s-\frac12}(M)\,\alpha_s(M-\tfrac12)=\frac{s+M}{\sqrt{2s(2s+1)}},$$

$$B=-\beta_{s-\frac12}(M)\,\beta_s(M+\tfrac12)=-\frac{s-M}{\sqrt{2s(2s+1)}},$$

so $A-B=+\sqrt{b/(b+1)}$. The squares add to 2, the squared norm of $X$, so no component is missing. The projection $M$ has dropped out.

**The other moves.** For $12\to30$ and $21\to30$, the operator changes $c^\dagger_{k+1\sigma}$ into $c^\dagger_{k\sigma}$. The result is again $(A-B)\,c^\dagger_{k\uparrow}c^\dagger_{k\downarrow}|\phi_M\rangle$, since equal-spin terms vanish. Moves $01\to10$ and $02\to20$ have value 1. For $13\to31$ and $23\to32$, the surviving product for a spin-up single is

$$c^\dagger_{k+1\uparrow}c^\dagger_{k\downarrow}c^\dagger_{k\uparrow}=-c^\dagger_{k+1\uparrow}c^\dagger_{k\uparrow}c^\dagger_{k\downarrow}.$$

The spin-down case also gives a minus sign, so the value is $-1$. Everything else vanishes: orbital $k+1$ is empty, orbital $k$ is full, or, for 11 and 22, spin conservation forbids the resulting pair.

**Removing the signs.** Multiply each state by $\eta=(-1)^{p}$, where $p$ is the sum of $N_{k-1}$ over all orbitals with $d_k=2$ or 3. With $N$ electrons before the two active orbitals, their contributions to $p$ are $N$ for 03, 21 and 30, but $N+1$ for 12. This reverses both negative pair elements. For $13\to31$ the contribution changes from $N+1$ to $N$, and for $23\to32$ from $2N+1$ to $2N+2$, reversing those signs too. The moves of value 1 keep theirs. The rules are now:

- $01\to10$, $02\to20$, $13\to31$, $23\to32$: $1$;
- $03\to12$, $12\to30$: $\sqrt{(b+2)/(b+1)}$;
- $03\to21$, $21\to30$: $\sqrt{b/(b+1)}$.

These are Paldus-type rules. In the Harter–Patterson form the roots read $\sqrt{1\pm1/D_{\rm ax}}$, where $D_{\rm ax}=b+1$ counts the horizontal and vertical steps between the two boxes. For $b=0$ they are 1.414, the factor $\sqrt2$ of the opening singlet, and 0, because path 21 is then not allowed. For large $b$ both tend to 1. The rules were tested against the fermion definition on all 1024 states of a d shell, with a largest deviation of $4\times10^{-16}$.

## From generators to terms

In a complete shell with angular momentum $l$, order the orbitals by $m=l+1-k$, $k=1,\ldots,2l+1$. For one electron, the squared norm of $\ell_+|m\rangle$ is

$$\hbar^2[l(l+1)-m(m+1)]=\hbar^2(l-m)(l+m+1).$$

An electron starting in orbital $k+1$ has $m=l-k$. With the Condon–Shortley phase,

$$L_+=\hbar\sum_{k=1}^{2l}\sqrt{k(2l+1-k)}\,E_{k,k+1},\qquad L_-=L_+^{\mathsf T}.$$

Since $L_-L_+=L_x^2+L_y^2+i[L_x,L_y]=L_x^2+L_y^2-\hbar L_z$, we have $L^2=L_-L_++L_z^2+\hbar L_z$. A vector with $L_z=\hbar M_L$ and $L_+v=0$ therefore has $L=M_L$: it is the highest state of a term.

The number of such vectors follows from block dimensions. Let $M_L\ge0$, and suppose $w$ in block $M_L+1$ is orthogonal to everything $L_+$ produces from block $M_L$. Then $L_-w=0$, and $L^2=L_+L_-+L_z^2-\hbar L_z$ gives $L^2w=\hbar^2M_L(M_L+1)w$. Consequently

$$\|L_+w\|^2=\hbar^2[M_L(M_L+1)-(M_L+1)(M_L+2)]\|w\|^2=-2\hbar^2(M_L+1)\|w\|^2 .$$

A squared norm cannot be negative, so $w=0$. Thus $L_+$ reaches the whole upper block, and the number of terms with $L=M_L$ is the difference of the two dimensions.

## The d³ shell

Here $n=5$ and $N=3$. There are $10\times5-10\times1=40$ doublet and $10\times1=10$ quartet tableaux. The ladder factors are $2,\sqrt6,\sqrt6,2$.

The top doublet block, $M_L=5$, contains 31000 alone and gives ²H. Block $M_L=4$ contains 30100 and 13000. The first reaches 31000 through $E_{23}$ with element $\sqrt6$, the second through $E_{12}$ with element 2. The null condition $\sqrt6\,x+2y=0$ gives

$$|{}^2G\rangle=\frac{2|30100\rangle-\sqrt6\,|13000\rangle}{\sqrt{10}},$$

with weights 0.4 and 0.6.

Block $M_L=3$ contains 30010, 12100 and 11200. The spin-dependent factors now enter:

- 30010 → 30100: $\sqrt6=2.449$;
- 12100 → 30100: $2\sqrt2=2.828$, with $b=0$;
- 12100 → 13000: $\sqrt6\sqrt{1/2}=1.732$, with $b=1$;
- 11200 → 13000: $\sqrt6\sqrt{3/2}=3$, with $b=1$.

For coefficients $x,y,z$ the conditions are $\sqrt6\,x+2\sqrt2\,y=0$ and $\sqrt3\,y+3z=0$. Choosing $z=1$ gives $y=-\sqrt3$ and $x=2$, so

$$|{}^2F\rangle=\frac{2|30010\rangle-\sqrt3\,|12100\rangle+|11200\rangle}{\sqrt8},$$

with weights 0.5, 0.375 and 0.125. Both vectors were tested with the Fock-space $L^2$.

The remaining blocks give:

| $M_L$ | doublets | new terms | quartets | new terms |
|---|---|---|---|---|
| 5 | 1 | ²H | 0 | – |
| 4 | 2 | ²G | 0 | – |
| 3 | 3 | ²F | 1 | ⁴F |
| 2 | 5 | two ²D | 1 | – |
| 1 | 6 | ²P | 2 | ⁴P |
| 0 | 6 | – | 2 | – |

The terms account for $28+12+22+18+14+20+6=120$ microstates, equal to $\binom{10}3$. The largest orbital angular momentum, in ²H, has length $\sqrt{30}\,\hbar=5.776\times10^{-34}$ J s. Direct microstate counting gives the same terms.

## Guidance for the setting

**Determinants or spin-adapted functions.** At $M_S=\frac12$, d³ has 50 determinants: the 40 doublets plus one component of each of the 10 quartets. A determinant calculation without a spin constraint can return either spin. Choose the spin-adapted basis when one spin is wanted and the Hamiltonian is spin-free. The reduction here is modest, $f=0.8$. For low spin at half filling it grows with the number of active orbitals among even $n$ and among odd $n$ separately: singlets have $f=(n+1)/(n/2+1)^2$ and doublets $f=8(n+1)/(n+3)^2$, giving 0.556, 0.750 and 0.438 for $n=4,5,6$. With spin–orbit coupling, total spin is in general not conserved for more than one electron, and a single-spin basis is then insufficient.

**Active orbitals.** To recover atomic terms, include the complete shell. If one orbital is missing, $L_+$ or $L_-$ leads out of the space, and the differences of block dimensions in general no longer count the atomic terms.

**Number of roots.** For a spherical, spin-free Hamiltonian, a term has $2L+1$ degenerate roots in a spin-adapted calculation. The doublets need 11 roots for ²H, 9 for ²G, 7 for ²F, 5 for each ²D and 3 for ²P. Different terms can share an energy. When the active space is five d orbitals with one common radial function, the electron repulsion puts ²H and ²P at exactly the same energy, and a solver returns 14 degenerate roots as arbitrary mixtures of the two. Eleven of these roots are then in general not ²H, and their average is not spherical. Take all 14, or separate them with $L^2$. When averaging over states, include each chosen term completely and with equal weights. Rotations mix states only within a term, so this average is spherical; part of a term generally is not. The analysis gives no energy order, which requires the electron repulsion.

**The repeated term.** $L^2$ finds two ²D terms but cannot select a basis within them. The Hamiltonian may mix them, so compare the whole ²D space between calculations before comparing individual vectors.

**Orbital order.** Reordering changes the functions but leaves the full spin-adapted space and its eigenvalues unchanged. Weights can change markedly. The second ²F condition says that electrons in orbitals 2 and 3 have no singlet-coupled component in the configuration $m=2,1,0$, since 13000 can be reached from that configuration through such a pair alone. If those orbitals are coupled first, the weights 0.375 and 0.125 become 0 and 0.5. The same state then has two contributing functions instead of three, so their number is not, by itself, a measure of how complicated a state is. The total weight of the configuration, 0.5, does not depend on this coupling order.

**Real orbitals.** The generator rules hold for any orthonormal orbitals, but the simple formula for $L_+$ requires the ordered $m$ orbitals. With real d orbitals, transform the one-electron matrices of $\ell_+$ and $\ell_z$ first. $L_+$ is then complex, and $L_-$ is its conjugate transpose, not its plain transpose. Generators between non-neighbours follow from commutators, for example $E_{13}=[E_{12},E_{23}]$.

**Moving vectors between programs.** Match the phases as well as the orbital order. Before the factor $\eta$ is applied, 28 of the 88 non-zero elementary elements for d³ are negative. For 30100, $\eta=1$; for 13000, $\eta=-1$. Omitting this change turns the ²G vector into $(2,\sqrt6)/\sqrt{10}$. The ²H state in the same block is $(\sqrt6,2)/\sqrt{10}$, obtained by lowering 31000. Their overlap is $4\sqrt6/10$, so the mistaken vector is 96% ²H, although its printed weights are still 0.4 and 0.6. For the highest states of ²G and ²F, applying $L_+$ detects the error: with the wrong signs, the null conditions given above are not satisfied.

## Numbers as computed

```
d^3 shell: orbitals 5  electrons 3
m of orbitals 1 to 5: [2, 1, 0, -1, -2]
doublet tableaux: 40  quartet tableaux: 10
microstates recovered from the terms: 120
Fock states used in generator test: 1024
largest deviation, rule against definition: 4.4e-16
d^3 elementary elements before phase choice: nonzero 88  negative 28
ladder factors sqrt(k(5-k)), k=1..4: 2.000000 2.449490 2.449490 2.000000
b=0: sqrt((b+2)/(b+1))=1.414214  sqrt(b/(b+1))=0.000000
b=1: sqrt((b+2)/(b+1))=1.224745  sqrt(b/(b+1))=0.707107
b=2: sqrt((b+2)/(b+1))=1.154701  sqrt(b/(b+1))=0.816497
2S  M_L  block dimension  null vectors of L+
1   5    1                1
1   4    2                1
1   3    3                1
1   2    5                2
1   1    6                1
1   0    6                0
3   3    1                1
3   2    1                0
3   1    2                1
3   0    2                0
L+ (hbar), doublets, M_L=4 to 5; columns: 30100 13000
  row 31000  2.449490  2.000000
  highest state of 2G:  0.632456 -0.774597
  weights: 0.400000 0.600000
L+ (hbar), doublets, M_L=3 to 4; columns: 30010 12100 11200
  row 30100  2.449490  2.828427  0.000000
  row 13000  0.000000  1.732051  3.000000
  highest state of 2F:  0.707107 -0.612372  0.353553
  weights: 0.500000 0.375000 0.125000
terms of d^3: term, L^2 in hbar^2, number of times, states
  4F  12  1  28
  4P   2  1  12
  2H  30  1  22
  2G  20  1  18
  2F  12  1  14
  2D   6  2  20
  2P   2  1  6
|L| of 2H: 5.477226 hbar = 5.776128e-34 J s
```
